The linear Stark shift of a dangling sp hybrid and its zeros

Reflection symmetry fixes how the dipole of a dangling hybrid depends on its composition. Let the orbital be a real combination of one s and one p orbital on the same atom,

|h⟩ = a|s⟩ + b|p_z⟩, a² + b² = 1,

with the nucleus at the origin. The mean electron position along z is quadratic in the amplitudes, so it must have the form

⟨z⟩ = A a² + B ab + C b²,

where A, B and C are lengths that do not depend on a or b. Now reflect the orbital in the plane z = 0. The s orbital is even and p_z is odd, so b becomes −b, while the mean position must change sign:

A a² − B ab + C b² = −A a² − B ab − C b².

The B terms cancel, leaving A a² + C b² = 0 for every choice of amplitudes. Hence A = C = 0 and ⟨z⟩ = B ab. With s fraction f = a² and both amplitudes positive,

⟨z⟩ = B √(f(1−f)).

A pure p orbital has no dipole about its nucleus, and neither has a pure s orbital. The dipole comes from interference between the two: their waves add on one side of the nucleus and partly cancel on the other.

To find B, expand the expectation value:

⟨h|z|h⟩ = a²⟨s|z|s⟩ + b²⟨p_z|z|p_z⟩ + ab(⟨s|z|p_z⟩ + ⟨p_z|z|s⟩).

The first two integrals vanish because their integrands are odd in z. The last two are equal because the orbitals are real. Writing z_sp = ⟨s|z|p_z⟩, we get B = 2z_sp and

⟨z⟩ = 2 z_sp √(f(1−f)).

The phases of the orbitals are chosen so that z_sp > 0; the large lobe then points along +z. The transverse means ⟨x⟩ and ⟨y⟩ vanish, since the orbital density is symmetric about the z axis. The electron has charge −e, so its dipole about the nucleus is −e⟨z⟩ and points from the lobe towards the nucleus.

The length z_sp follows from the radial functions. Let χ be the polar angle of the electron's position, so that z = r cos χ, and write

s = R_s(r)/√(4π), p_z = √(3/(4π)) cos χ R_p(r).

The angular part of the integral is

(√3/(4π)) ∫ cos²χ dΩ = (√3/(4π)) (4π/3) = 1/√3,

and therefore

z_sp = (1/√3) ∫₀^∞ R_s R_p r³ dr.

For the silicon valence shell a simple estimate gives both orbitals the same Slater function, R = N r² exp(−ζr), with r in bohr. Normalization requires

N² ∫₀^∞ r⁶ exp(−2ζr) dr = N² 6!/(2ζ)⁷ = 1,

while the integral needed here is

N² ∫₀^∞ r⁷ exp(−2ζr) dr = N² 7!/(2ζ)⁸ = 7/(2ζ).

Thus z_sp = 7/(2√3 ζ) bohr. Slater's rules screen a silicon valence electron by 0.35 for each of the three other valence electrons, 0.85 for each of the eight electrons in the second shell and 1 for each of the two in the first. The screening is 1.05 + 6.80 + 2.00 = 9.85, the effective charge is 14 − 9.85 = 4.15, and ζ = 4.15/3 = 1.383 per bohr. With 1 bohr = 0.05292 nm,

z_sp = 7 × 0.05292/(2√3 × 1.383) = 0.0773 nm.

Next apply a uniform field with component F_z along the lobe. The electrostatic potential is φ = φ₀ − F_z z, and the energy of the electron in it is

−eφ = −eφ₀ + eF_z z.

The constant −eφ₀ is the energy at the nucleus. It moves with the local band bending and is taken as the zero of energy, so the shift found here adds to the band bending. The perturbation is V = eF_z z.

Suppose that |h⟩ is a nondegenerate eigenstate of the unperturbed Hamiltonian H₀ with energy E₀. This is an idealization. In a free atom it fails, because s and p have different energies. Bonding can mix the two into one level through the orbitals of the neighbours, but that level then has some weight on the neighbours too, a correction estimated below. Let the field change the state by |δ⟩ and the energy by E₁, both of first order. The first-order part of the Schrödinger equation is

H₀|δ⟩ + V|h⟩ = E₀|δ⟩ + E₁|h⟩.

Project on ⟨h|. Since ⟨h|H₀ = E₀⟨h|, the terms containing |δ⟩ cancel, and E₁ = ⟨h|V|h⟩. The field does alter the s fraction, but that alteration does not enter the energy until second order. Hence, with the nuclei held fixed,

E₁ = 2eF_z z_sp √(f(1−f)).

A field along the lobe raises the level, because it pushes the negative electron the other way. If a field of magnitude F makes an angle α with the lobe, F_z = F cos α.

The identity f(1−f) = 1/4 − (f − 1/2)² shows that the shift is largest at f = 1/2, where ⟨z⟩ = z_sp. Near f = 0 the shift falls as √f, which is a slow approach to zero. At f = 0.01 the factor 2√(f(1−f)) is still about 0.2, a fifth of its maximum. A nearly pure p orbital can therefore keep an appreciable linear shift.

The s fraction can be tied to the shape of the site. Let three equivalent neighbours lie along unit vectors u₁, u₂ and u₃, each at an angle θ from +z. The atom directs a hybrid at each of them,

|g_i⟩ = α_s|s⟩ + α_p|p along u_i⟩, α_s² + α_p² = 1,

with both coefficients positive. Assume that the four hybrids of the atom are mutually orthogonal. The overlap of two p orbitals on one atom is the cosine of the angle between their axes, so for two back-bond hybrids

α_s² + α_p² cos ω = 0,

where ω is the angle between two back bonds. Their azimuths differ by 120°, which gives

cos ω = cos²θ + sin²θ cos 120° = cos²θ − ½ sin²θ.

Therefore α_s²/α_p² = ½ sin²θ − cos²θ. Orthogonality of |h⟩ to a back-bond hybrid requires

α_s a + α_p b cos θ = 0, or a/b = −(α_p/α_s) cos θ.

Squaring this and inserting the previous ratio,

f/(1−f) = cos²θ/(½ sin²θ − cos²θ).

The fraction f is the numerator divided by the sum of numerator and denominator. In that sum the cos²θ terms cancel, so

f = cos²θ/(½ sin²θ) = 2 cot²θ.

With b positive, the signed s amplitude is a = −√2 cot θ. A planar site has θ = 90° and f = 0. A tetrahedral site has cos θ = −1/3, hence cot²θ = 1/8 and f = 1/4. The other zero of the dipole, f = 1, is reached when cot²θ = 1/2. Then cos ω = 0: the back bonds are at right angles and use up all the p character, leaving a pure s orbital. Beyond that angle the construction has no real solution.

The signed amplitude says more than f does. Inserting it in ⟨z⟩ = 2ab z_sp gives

⟨z⟩ = −2√2 cot θ √(1 − 2cot²θ) z_sp.

Let η = −d cos θ be the height of the atom above the plane of its neighbours, with d the bond length. Close to the plane, cot θ ≈ cos θ and the square root is close to 1, so

⟨z⟩ ≈ 2√2 (η/d) z_sp.

The dipole is linear in the height and changes sign when the atom passes through the plane. The s fraction is quadratic in the height, and this is why the same behaviour appears as a square root when it is written in terms of f.

As an example take a silicon dangling bond at the Si(111)/SiO₂ interface, with three silicon neighbours and its lobe pointing into the oxide. A rough s fraction for this centre is 0.12. Solving f = 2cot²θ for the angle gives cos²θ = f/(2+f), so

cos θ = −√(0.12/2.12), θ = 103.8°,

and the angle between back bonds is 114.5°. The site lies between the planar and the tetrahedral shapes. The mean position is

⟨z⟩ = 2√(0.12 × 0.88) × 0.0773 nm = 0.650 × 0.0773 nm = 0.0502 nm,

which corresponds to a dipole of magnitude 2.4 debye.

Let the oxide be 10 nm thick and carry a field of 5 MV/cm, with the gate positive. The field points from the gate towards the silicon, against the lobe, so F_z = −5 MV/cm = −0.5 V/nm. If this field acts on the orbital,

E₁ = −0.5 V/nm × 0.0502 nm × e = −25 meV.

The level moves down; reversing the field moves it up by the same amount at this order. With the field and z_sp held fixed, other s fractions give

f = 0: 0 meV
f = 0.01: −7.7 meV
f = 0.25: −33 meV
f = 0.50: −39 meV
f = 1: 0 meV.

Reducing f from 0.12 to 0.01, a factor of twelve, thus leaves nearly a third of the shift.

At 300 K the thermal energy is 26 meV, about as large as the shift. If the chemical potential stays fixed relative to the energy at the nucleus, and if the orbital shift is the whole change in the energy needed to add an electron, the odds of the level being filled rise by a factor exp(25.12/25.85) = 2.6. A real centre also relaxes when its charge changes, and its electrons repel one another; neither effect is in this estimate. The factor 2.6 therefore illustrates the size of the orbital shift and does not predict the occupation of a real centre. Nor would it be visible in the example: at such a positive gate field the silicon surface carries a negative charge of about 10¹³ electrons per cm², the chemical potential there lies near or above the conduction band edge unless the silicon is very heavily p-doped (near 10¹⁹ cm⁻³ or more, where ionized acceptors carry most of that charge), and a one-electron level well below that edge is full with or without the shift.

The least certain input is the field at the atom. Continuity of the normal displacement, without interface charge, gives the field on the silicon side. With rough relative permittivities of 3.9 for the oxide and 11.7 for silicon, its magnitude is

5 × 3.9/11.7 = 1.67 MV/cm,

and the shift becomes −8.4 meV. An interface atom sits where the macroscopic field changes over atomic distances, so neither value is its microscopic field, and the two are not strict bounds on it. They show that the choice of field alone can change the answer by a factor of three.

The radial function matters less. A restricted open-shell Hartree–Fock calculation of the free silicon atom in the def2-TZVP basis gives z_sp = 0.0720 nm, which is 6.8% below the Slater value, and changes the shift to −23 meV. Larger, quadruple-zeta bases raise z_sp to 0.0722 nm, so the last digit is not converged, but the shift stays at −23 meV. That calculation omits electron correlation and relativity, and it describes a free atom rather than a bonded one.

A larger correction comes from the spreading of the orbital onto the back bonds. A small model shows its size. Each neighbour contributes one hybrid pointing at the central atom, and the three are combined into the symmetric state |n⟩, their sum divided by √3. Let V_s be the coupling of one neighbour hybrid to the central s orbital, and V_p its coupling to a central p orbital directed at that neighbour. Adding three equal contributions and dividing by √3,

⟨s|H₀|n⟩ = √3 V_s, ⟨p_z|H₀|n⟩ = √3 V_p cos θ.

The factor cos θ is the projection of p_z on the bond. The chosen round parameters are E_s = −7 eV, E_p = 0 and E_n = −1.75 eV for the three energies, V_s = −2.5 eV, V_p = −3.5 eV, and d = 0.235 nm. In this basis the position operator has the element z_sp between s and p_z, and for the neighbour state

⟨n|z|n⟩ = cos θ (d − 2√(¼ × ¾) z_sp).

The bracket is the distance from the central nucleus to the mean position of an electron in a neighbour hybrid with s fraction ¼, which leans towards the centre by its own dipole length. Position elements between different atoms are neglected.

The dangling level is the middle one of the three eigenvalues. Let w be its weight on the central atom and f′ the s fraction within that weight. Its mean position is then

⟨z⟩ = 2w z_sp √(f′(1−f′)) + (1−w)⟨n|z|n⟩.

Numerical diagonalization at θ = 103.8° gives w = 0.75 and f′ = 0.17. The fraction differs from 0.12 because the orthogonal hybrid is not an eigenstate of this model. The energy difference between s and p couples it to the other combination of the same two orbitals, b|s⟩ − a|p_z⟩, with the matrix element ab(E_s − E_p) = −2.3 eV, and that combination takes part in the back bonds. The direct coupling of the hybrid to |n⟩, √3(aV_s + bV_p cos θ) = −0.15 eV, is much weaker. The two terms are 0.0436 nm and −0.0101 nm. The second is negative because the neighbours lie behind the atom, on the side away from the lobe. The sum is 0.0335 nm, and the linear shift in the oxide-side field is −17 meV, a third smaller in magnitude than the one-atom result. With such round parameters this is a measure of the neglected effect and not a refined prediction.

The same model shows what remains in the planar limit. At θ = 90° both ⟨p_z|H₀|n⟩ and ⟨n|z|n⟩ vanish, so without a field the level is pure p_z at energy E_p and has no linear shift. The field couples it to s through v = eF_z z_sp. With amplitudes a, b and c on s, p_z and n, the eigenvalue equations are

(E − E_s)a = vb + √3 V_s c
(E − E_p)b = va
(E − E_n)c = √3 V_s a.

Take c from the third equation and put it in the first:

a[(E − E_s) − 3V_s²/(E − E_n)] = vb.

Solve for a, insert it in the second equation, and set E = E_p on the right-hand side, which is correct to order v²:

E − E_p = v²(E_p − E_n)/[(E_p − E_s)(E_p − E_n) − 3V_s²].

Here |v| = 0.5 V/nm × 0.0773 nm × e = 38.65 meV = 0.03865 eV. The numerator factor is 1.75 eV and the denominator is 7 × 1.75 − 3 × 6.25 = −6.5 eV², so the shift is −0.40 meV. It has the same sign for both field directions. The denominator is the product of the distances from E_p to the two mixed states of s and n. Its negative sign means that one of them lies above the level and one below; they push it in opposite directions, and here the upper one prevails. The number is sensitive to the parameters, because the denominator is a difference of similar terms. It vanishes at V_s = −2.02 eV, where the upper mixed state meets the level and the expansion in v fails; for a weaker coupling both mixed states lie below the level and the shift is positive. The p-like level is then the highest of the three eigenvalues, not the middle one, so the model stands for a dangling level between bonding and antibonding states only when the coupling is stronger than this value. At the example site, averaging the energies for the two field directions and subtracting the zero-field energy gives an even shift of 0.1 meV, small beside the linear shift of 17 meV in the same model.

The absence of a linear shift at a planar site does not depend on these parameters. If reflection in the plane is a symmetry of the whole unperturbed Hamiltonian, a nondegenerate level is either even or odd, its density is even, and ⟨z⟩ = 0 however far the orbital spreads. Planar bonds alone do not guarantee this. At an interface there is oxide on one side and silicon on the other, so the surroundings can mix s into the p orbital even when the atom lies in the plane of its neighbours, and a linear shift can return.

Thermal motion also disturbs planarity. Treat the height of the atom as a harmonic coordinate with a round quantum E_v = 30 meV and the mass M of one silicon atom. Its root-mean-square displacement is

u = √[(ħ²/(2M E_v)) coth(E_v/(2k_BT))] = 0.0069 nm at 300 K.

The example atom stands 0.0559 nm above its neighbours. With the bond length and the oxide-side field held fixed, a displacement by u towards the plane changes the one-atom shift from −25 to −22 meV, and one away from it gives −28 meV. For a planar atom the two displacements give +3.2 and −3.2 meV. These values rest on the orthogonal hybrids, whose s fraction follows the height through f = 2cot²θ. In the three-state model the linear shift at the example site stays near −17 meV for both displacements, while at the planar site it reaches 8.3 meV in magnitude. The mean over a symmetric distribution of heights is zero, because the dipole is odd in the height, but the instantaneous linear shift is not. These shifts are measured from the electrostatic energy at the nucleus, which moves with the atom. In the uniform field that energy itself changes by eF_z times the displacement, about 3.4 meV in magnitude for a displacement u, with the same sign as the change in the one-atom shift. Measured from a fixed reference, the two changes add. The zero-field energy of the level varies with height far more: in the three-state model, with its couplings held fixed, a displacement by u changes it by about 0.14 eV at the example site.

A field also makes a bound level leak. With a positive gate the electron is pulled into the oxide, through a triangular barrier of height Φ, here roughly 3.7 eV. The barrier ends at the distance Φ/(e|F_z|) = 3.7/0.5 = 7.4 nm, inside the 10 nm oxide. With effective mass m, the semiclassical exponent is

(2√(2m)/ħ) ∫ √(Φ − e|F_z|x) dx = 4√(2m) Φ^(3/2)/(3ħe|F_z|),

since the integral from 0 to the exit point is (2/3)Φ^(3/2)/(e|F_z|). For a rough mass of 0.42 electron masses the exponent is 63, and the transmission factor exp(−63) is about 4 × 10⁻²⁸. Direct escape by this path therefore has no visible effect on the level. The estimate leaves out image-force lowering of the barrier and tunnelling by way of oxide defects. The field is half of a rough breakdown field of 10 MV/cm, so the example describes a strongly stressed but intact oxide.

Of the simplifications sized here, the two that matter most are the use of the oxide-side field at the atom and the confinement of the orbital to one atom. Replacing them one at a time moves the estimate from −25 meV to −8 meV and to −17 meV. Relaxation and electron repulsion were not sized. For a one-electron level, with the nuclei and the other electrons held fixed, the calculation supports a linear shift of order 10 meV at this oxide field, with a sign set by the direction of the field relative to the lobe. It does not fix the size or even the sign of the shift in the energy needed to add an electron to a real centre. The other electrons rearrange when the charge changes, and the dipole of that rearrangement can oppose the dipole of the orbital and be as large.
